# Newton relaxation and matrix inertia for a finite Frenkel-Kontorova misfit chain: verification in Python

```python
"""Finite Frenkel-Kontorova misfit chain: Newton relaxation and matrix inertia.

Result under test: Newton steps damped on the force norm can reach stationary
points of any type; the number of negative LDL^T pivots of the tridiagonal
Hessian equals the number of downhill directions (0 minimum, 1 saddle).
E = sum K/2 (x[n+1]-x[n]-B)^2 + sum W/2 (1-cos(2 pi x[n]/A)), free ends.
K spring (eV/A^2), B natural bond (A), A substrate period (A), W corrugation (eV).
A wall is a misfit dislocation: one substrate well is lost along the chain.
An antiwall has the opposite sign: one substrate well is added.
Stationary states are found independently by shooting from the left end.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import solve_banded
from scipy.optimize import brentq

K, B, A, W, N = 3.0, 2.49, 2.57, 0.02, 60
BULK_GPA, MORSE, MASS_U, T_GROWTH = 180.0, 1.4, 58.69, 500.0
CURV = 2 * np.pi**2 * W / A**2
Q = np.sqrt(CURV / K)
MISFIT = (B - A) / A
S = np.pi * abs(MISFIT) / Q
norm = np.linalg.norm


def energy(x):
    return (0.5 * K * np.sum((np.diff(x) - B)**2)
            + 0.5 * W * np.sum(1 - np.cos(2 * np.pi * x / A)))


def site_force(x):
    """Derivative of the substrate potential."""
    return np.pi * W / A * np.sin(2 * np.pi * x / A)


def gradient(x):
    tension = K * (np.diff(x) - B)
    g = site_force(x)
    g[:-1] -= tension
    g[1:] += tension
    return g


def hessian_diagonal(x):
    d = 2 * K + CURV * np.cos(2 * np.pi * x / A)
    d[0] -= K
    d[-1] -= K
    return d


def dense(diagonal):
    off = -K * np.ones(len(diagonal) - 1)
    return np.diag(diagonal) + np.diag(off, 1) + np.diag(off, -1)


def pivots(diagonal):
    d = np.empty(len(diagonal))
    for i, h in enumerate(diagonal):
        d[i] = h if i == 0 else h - K**2 / d[i - 1]
        if d[i] == 0.0:
            d[i] = 1e-30
    return d


def negative_count(diagonal):
    return int(np.sum(pivots(diagonal) < 0))


def newton_step(x, g):
    bands = np.full((3, len(x)), -K)
    bands[1] = hessian_diagonal(x)
    return -solve_banded((1, 1), bands, g)


def newton(start, tol=1e-10):
    """Return (state or None if stalled, history of force norms)."""
    x = np.array(start, dtype=float)
    g = gradient(x)
    history = [norm(g)]
    for _ in range(60):
        if history[-1] < tol:
            return x, history
        p = newton_step(x, g)
        p *= min(1.0, 0.25 * A / np.max(np.abs(p)))
        t = 1.0
        while norm(gradient(x + t * p)) > (1 - 1e-4 * t) * history[-1]:
            t *= 0.5
            if t < 1e-4:
                return None, history
        x = x + t * p
        g = gradient(x)
        history.append(norm(g))
    return (x, history) if history[-1] < tol else (None, history)


def shoot(x1):
    """Last-atom force when all earlier atoms are balanced; x1 may be an array."""
    x, stretch = x1, 0.0 * x1
    for i in range(N):
        stretch = stretch + site_force(x) / K
        if i < N - 1:
            x = x + B + stretch
    return K * stretch


def orbit(x1):
    x, stretch = [x1], 0.0
    for _ in range(N - 1):
        stretch += site_force(x[-1]) / K
        x.append(x[-1] + B + stretch)
    return np.array(x)


def wall_count(x):
    """Wells lost between the end atoms (walls minus antiwalls)."""
    wells = np.rint(x / A)
    return int(len(x) - 1 - (wells[-1] - wells[0]))


def wall_start(centres):
    n = np.arange(1, N + 1)
    x = A * n.astype(float)
    for c in centres:
        x -= A * 2 / np.pi * np.arctan(np.exp(Q * (n - c)))
    return x


# Derivatives, inertia and the direction property of the Newton step
rng = np.random.default_rng(4)
trial = wall_start([22.0]) + 0.05 * rng.standard_normal(N)
step = 1e-5
unit = np.eye(N)
num_grad = np.array([(energy(trial + step * e) - energy(trial - step * e))
                     / (2 * step) for e in unit])
num_hess = np.array([(gradient(trial + step * e) - gradient(trial - step * e))
                     / (2 * step) for e in unit])
assert np.max(np.abs(num_grad - gradient(trial))) < 1e-7
assert np.max(np.abs(num_hess - dense(hessian_diagonal(trial)))) < 1e-7
for _ in range(100):
    diagonal = rng.uniform(-2 * K, 4 * K, 25)
    assert negative_count(diagonal) == np.sum(np.linalg.eigvalsh(dense(diagonal)) < 0)
assert negative_count(np.zeros(2)) == 1
g0 = gradient(trial)
p0 = newton_step(trial, g0)
h = 1e-5
slope = (norm(gradient(trial + h * p0))**2
         - norm(gradient(trial - h * p0))**2) / (4 * h)
assert abs(slope / (-norm(g0)**2) - 1) < 1e-4

# Independent enumeration over one period of the first atom's position
grid = np.linspace(0.001, 0.001 + A, 200001)
last_force = shoot(grid)
crossings = np.where(last_force[:-1] * last_force[1:] < 0)[0]
roots = [brentq(shoot, grid[i], grid[i + 1], xtol=1e-15, rtol=1e-15)
         for i in crossings]
reference = [orbit(r) for r in roots]


def locate(x):
    """Return (state number, whole-chain shift in periods); -1 if unknown."""
    for i, y in enumerate(reference):
        shift = int(np.rint((x[0] - y[0]) / A))
        if np.max(np.abs(x - A * shift - y)) < 1e-5:
            return i, shift
    return -1, 0


def match(x):
    return locate(x)[0]


states, index, lowest, certificates = [], [], [], []
lipschitz = 4 * np.pi**3 * W / A**3
for i, (root, ref) in enumerate(zip(roots, reference)):
    x, _ = newton(ref + 0.02 * rng.standard_normal(N))
    assert x is not None and match(x) == i
    diagonal = hessian_diagonal(x)
    eig = np.linalg.eigvalsh(dense(diagonal))
    count = negative_count(diagonal)
    assert count == np.sum(eig < 0)
    eta = norm(newton_step(x, gradient(x)))
    certificates.append(lipschitz * eta / np.min(np.abs(eig)))
    dx = 3e-7
    shooting_slope = (shoot(root + dx) - shoot(root - dx)) / (2 * dx)
    determinant_slope = K * np.prod(pivots(diagonal) / K)
    assert abs(shooting_slope / determinant_slope - 1) < 2e-3
    states.append(x)
    index.append(count)
    lowest.append(eig[0])
assert max(certificates) < 0.5
assert sum((-1)**i for i in index) == 0
energies = np.array([energy(x) for x in states])
walls = [wall_count(x) for x in states]

# Newton from the unstrained-registry chain and from a grid of wall positions
coherent_run, history = newton(A * np.arange(1, N + 1))
assert coherent_run is not None
coherent = match(coherent_run)
assert coherent >= 0 and index[coherent] == 0 and walls[coherent] == 0
positions = np.arange(-12, N + 13, 4)
outcomes, reached, stalled = {}, set(), 0
for i, c1 in enumerate(positions):
    for c2 in positions[i + 1:]:
        x, _ = newton(wall_start([c1, c2]))
        if x is None:
            stalled += 1
            continue
        found = match(x)
        assert found >= 0
        reached.add(found)
        outcomes[index[found]] = outcomes.get(index[found], 0) + 1

# Monotone downhill paths from each first-order saddle
elastic = 2 * K * np.ones(N)
elastic[[0, -1]] = K
majorizer_inverse = np.linalg.inv(dense(elastic + CURV))


def descend(x):
    old = energy(x)
    for _ in range(20000):
        g = gradient(x)
        if norm(g) < 1e-6 and negative_count(hessian_diagonal(x)) == 0:
            break
        x = x - majorizer_inverse @ g
        new = energy(x)
        assert new <= old + 1e-12
        old = new
    final, _ = newton(x)
    assert final is not None
    return locate(final)


links, shifts = {}, {}
for i, x in enumerate(states):
    if index[i] == 1:
        mode = np.linalg.eigh(dense(hessian_diagonal(x)))[1][:, 0]
        ends = [descend(x + sign * 0.05 * mode) for sign in (-1, 1)]
        assert all(e[0] >= 0 and index[e[0]] == 0 for e in ends)
        assert ends[0] != ends[1]
        ends.sort(key=lambda e: walls[e[0]])
        assert walls[ends[1][0]] - walls[ends[0][0]] <= 1
        links[i] = (ends[0][0], ends[1][0])
        shifts[i] = abs(ends[1][1] - ends[0][1])

# An antiwall leaving by either end shifts the coherent chain by one period
slips = [i for i, ends in links.items() if ends == (coherent, coherent)]
assert len(slips) > 0
assert all(walls[i] == -1 and shifts[i] == 1 for i in slips)

entry = next(i for i, ends in links.items()
             if ends[0] == coherent and walls[ends[1]] == 1)
saddle = states[entry]
barrier = energies[entry] - energies[coherent]
mode = np.linalg.eigh(dense(hessian_diagonal(saddle)))[1][:, 0]
below = saddle + 0.3 * mode
climbed, _ = newton(below)
assert climbed is not None and match(climbed) == entry
climb = energy(climbed) - energy(below)
assert climb > 0

# Continuum entry barrier against a longer discrete chain
assert S < 1
continuum = 2 * K * A**2 * Q / np.pi**2 * (np.sqrt(1 - S**2) - S * np.arccos(S))
LONG = 160
sites = np.arange(1, LONG + 1)
small, large = 2 * np.arcsin(S), 2 * np.pi - 2 * np.arcsin(S)


def end_profile(left, right):
    cl = 0.5 + np.log(np.tan(left / 4)) / Q
    cr = LONG + 0.5 - np.log(np.tan(right / 4)) / Q
    phase = (4 * np.arctan(np.exp(-Q * (sites - cl)))
             - 4 * np.arctan(np.exp(Q * (sites - cr))))
    return A * sites + A * phase / (2 * np.pi)


long_states = [newton(end_profile(*ends))[0]
               for ends in ((small, small), (large, small), (large, large))]
assert all(x is not None for x in long_states)
assert [negative_count(hessian_diagonal(x)) for x in long_states] == [0, 1, 2]
long_barrier = energy(long_states[1]) - energy(long_states[0])
assert abs(long_barrier / continuum - 1) < 0.02


# First-order sizes of neglected effects, at the harmonic geometries
def anharmonic(x):
    s = np.diff(x) - B
    return np.sum(K / (2 * MORSE**2) * (1 - np.exp(-MORSE * s))**2 - K * s**2 / 2)


def second_harmonic(x):
    return 0.1 * W / 2 * np.sum(1 - np.cos(4 * np.pi * x / A))


def substrate_yield(x):
    return -np.sum(site_force(x)**2) / (2 * 3.5 * K)


def barrier_shift(term):
    return term(saddle) - term(states[coherent])


bulk_ev = BULK_GPA * 1e9 * 1e-30 / const.e
spring_estimate = 3 * bulk_ev * B / (2 * np.sqrt(2))
omega = np.sqrt(-lowest[entry] * const.e * 1e20 / (MASS_U * const.atomic_mass))
crossover = const.hbar * omega / (2 * np.pi * const.k)
thermal = const.k * T_GROWTH / const.e
hartree = const.physical_constants["Hartree energy in eV"][0]

print(f"atoms {N}; spring {K:.2f} eV/A^2; corrugation {W:.3f} eV")
print(f"natural bond {B:.2f} A; substrate period {A:.2f} A")
print(f"misfit {100 * MISFIT:.2f} percent; q {Q:.4f}; s {S:.4f}")
print(f"rough bulk modulus {BULK_GPA:.0f} GPa gives spring {spring_estimate:.2f} eV/A^2")
print(f"wall width pi*A/q {np.pi * A / Q:.1f} A = {np.pi * A / Q / 10:.2f} nm")
print(f"stationary states found by shooting: {len(states)}")
print("  negative pivots:states  "
      + " ".join(f"{c}:{index.count(c)}" for c in sorted(set(index))))
print("state: energy eV, negative pivots, net walls, lowest eigenvalue eV/A^2")
for i in range(len(states)):
    if index[i] <= 1:
        print(f"  {i}: {energies[i]:.6f}, {index[i]}, {walls[i]}, {lowest[i]:.6f}")
print(f"lowest-energy state: {int(np.argmin(energies))}")
print(f"largest certificate beta*L*eta: {max(certificates):.1e}")
print("coherent start, force norms eV/A:")
print("  " + " ".join(f"{r:.1e}" for r in history))
print(f"wall-grid starts: {len(positions) * (len(positions) - 1) // 2}")
for count in sorted(outcomes):
    print(f"  ended with {count} negative pivots: {outcomes[count]}")
print(f"  stalled or unfinished: {stalled}")
print(f"  distinct states reached: {len(reached)} of {len(states)}")
print("saddle: joined minima, barriers from each eV")
for i, (left, right) in links.items():
    print(f"  {i}: {left} and {right}, {energies[i] - energies[left]:.6f}"
          f" and {energies[i] - energies[right]:.6f}")
print(f"slip saddle {slips[0]} shifts the coherent chain by {shifts[slips[0]]} period")
print(f"Newton climb back to saddle {entry}: {climb:.6f} eV")
print(f"entry barrier: {barrier:.6f} eV = {barrier / hartree:.6f} hartree")
print(f"continuum entry barrier: {continuum:.6f} eV")
print(f"{LONG}-atom entry barrier: {long_barrier:.6f} eV")
print(f"Morse parameter {MORSE:.1f} 1/A; barrier shift {barrier_shift(anharmonic):.5f} eV")
print(f"10 percent second harmonic shift {barrier_shift(second_harmonic):.5f} eV")
print(f"local substrate yielding shift {barrier_shift(substrate_yield):.5f} eV")
print(f"thermal energy at {T_GROWTH:.0f} K: {thermal:.4f} eV")
print(f"barrier over thermal energy: {barrier / thermal:.2f}")
print(f"atomic mass {MASS_U:.2f} u; tunnelling crossover {crossover:.2f} K")
print("all assertions hold")
```

Running it gives:

```
atoms 60; spring 3.00 eV/A^2; corrugation 0.020 eV
natural bond 2.49 A; substrate period 2.57 A
misfit -3.11 percent; q 0.1412; s 0.6928
rough bulk modulus 180 GPa gives spring 2.97 eV/A^2
wall width pi*A/q 57.2 A = 5.72 nm
stationary states found by shooting: 12
  negative pivots:states  0:3 1:5 2:3 3:1
state: energy eV, negative pivots, net walls, lowest eigenvalue eV/A^2
  0: 0.511022, 0, 2, 0.002476
  1: 0.536923, 1, 2, -0.010668
  2: 0.407689, 0, 1, 0.002075
  3: 0.526286, 1, 1, -0.018033
  4: 0.433337, 0, 0, 0.048103
  5: 1.587558, 1, -1, -0.004060
  9: 0.526286, 1, 1, -0.018033
  11: 0.536923, 1, 2, -0.010668
lowest-energy state: 2
largest certificate beta*L*eta: 1.5e-08
coherent start, force norms eV/A:
  3.4e-01 1.5e-02 5.3e-04 9.5e-07 3.2e-12
wall-grid starts: 231
  ended with 0 negative pivots: 100
  ended with 1 negative pivots: 111
  ended with 2 negative pivots: 20
  stalled or unfinished: 0
  distinct states reached: 8 of 12
saddle: joined minima, barriers from each eV
  1: 2 and 0, 0.129233 and 0.025901
  3: 4 and 2, 0.092948 and 0.118596
  5: 4 and 4, 1.154220 and 1.154220
  9: 4 and 2, 0.092948 and 0.118596
  11: 2 and 0, 0.129233 and 0.025901
slip saddle 5 shifts the coherent chain by 1 period
Newton climb back to saddle 3: 0.000845 eV
entry barrier: 0.092948 eV = 0.003416 hartree
continuum entry barrier: 0.092445 eV
160-atom entry barrier: 0.092549 eV
Morse parameter 1.4 1/A; barrier shift 0.01315 eV
10 percent second harmonic shift 0.01378 eV
local substrate yielding shift -0.00020 eV
thermal energy at 500 K: 0.0431 eV
barrier over thermal energy: 2.16
atomic mass 58.69 u; tunnelling crossover 2.09 K
all assertions hold
```
